# Cube-root thermal velocity of a rigid domain wall at its depinning force, part 2

A field $E$ drives a flat domain wall of area $A$ and position $x$ through periodic pinning. We seek its mean velocity $v$ near the threshold force $F_c$. The drive is $F=\Delta P\,E\,A$, where $\Delta P$ is the polarization gained along the field where the wall has passed. Inertia is dropped; the friction $\gamma$ and $F_c$ are held fixed:

$$\gamma\frac{dx}{dt}=F-F_c\sin kx+\xi(t),\qquad \langle\xi(t)\xi(t')\rangle=2\gamma k_BT\,\delta(t-t').\tag{1}$$

Here $k=2\pi/a$, with period $a$. The scaled quantities are $\phi=kx$, $f=F/F_c$, $\theta=k_BT/U_0$ with $U_0=F_c/k$, $s_t=(kF_c/\gamma)t$ and $u=\langle d\phi/ds_t\rangle$, so $v=(F_c/\gamma)u$.

**Stage 1.** Without noise, $u=\sqrt{f^2-1}\approx\sqrt{2(f-1)}$ just above threshold. With $\phi=\pi/2+y$, the net force at $f=1$ is

$$1-\sin\phi=1-\cos y=\frac{y^2}{2}-\frac{y^4}{24}+\dots\tag{4}$$

**Stage 2.** Setting $y=\ell Y$, $s_t=\tau S$ and making the drift and noise coefficients free of $\theta$ gives $\ell=\theta^{1/3}$ and a passage time proportional to $\tau=\theta^{-1/3}$.

**Stationary state.** The phase density $p$ and constant current $J$ obey

$$J=(f-\sin\phi)\,p-\theta\frac{dp}{d\phi},\tag{5}$$

with $u=2\pi J$. The Fourier method solves this numerically with $p=\sum_nc_ne^{in\phi}$. The exact result is

$$u=\frac{\theta\left(1-e^{-2\pi f/\theta}\right)}{\displaystyle\int_0^{2\pi}dz\;e^{-fz/\theta}\,I_0\!\left(\frac{2\sin(z/2)}{\theta}\right)} ,\tag{8}$$

where $I_0$ is the modified Bessel function of order zero.

**Stage 4.** At $f=1$ the denominator of (8) is called $D(\theta)$. With $z=\theta^{1/3}s$,

$$D(\theta)\approx\frac{\theta^{2/3}}{\sqrt{2\pi}}\int_0^\infty s^{-1/2}e^{-s^3/24}\,ds .\tag{9}$$

For $z\le\pi$ the integrand, without the factor $\theta^{2/3}$, is at most $(\pi/4)s^{-1/2}e^{-s^3/30}$. The part with $z>\pi$ contributes at most $\pi e^{-(\pi-2)/\theta}$. Hence, for $\theta\ll1$ and $F=F_c$,

$$u\to C\,\theta^{1/3},\qquad C=\frac{3\sqrt{2\pi}}{24^{1/6}\,\Gamma(1/6)}=0.7954 ,\tag{10}$$

$$v\approx C\,\frac{F_c}{\gamma}\left(\frac{k_BT}{U_0}\right)^{1/3}=\frac C\gamma\,k^{1/3}F_c^{2/3}(k_BT)^{1/3}.\tag{11}$$

Numerically, the relative error of (10) falls as the power 1.34 of $\theta$ between $\theta=0.004$ and $0.002$.

### Stage 5: a force close to threshold

No force can be set with unlimited precision, so the width of the threshold region matters. Let

$$f=1+\eta\,\theta^{2/3}$$

with $\eta$ fixed. The integrand of $D$ gains the factor $\exp(-\eta\theta^{2/3}z/\theta)=e^{-\eta s}$, because $z=\theta^{1/3}s$. For negative $\eta$ this factor grows, but more slowly than $e^{-s^3/30}$ falls. For $z>\pi$ it is at most $e^{2\pi|\eta|\theta^{-1/3}}$, which cannot compete with $e^{-(\pi-2)/\theta}$. The limit goes through as before:

$$u\to\theta^{1/3}G(\eta),\qquad \frac1{G(\eta)}=\frac1{\sqrt{2\pi}}\int_0^\infty s^{-1/2}e^{-s^3/24-\eta s}\,ds .\tag{12}$$

At $\eta=0$ this is (10). Numerical quadrature gives $G=0.178$, $1.476$ and $2.017$ at $\eta=-1$, $1$ and $2$. The cube-root law thus requires $|f-1|\ll\theta^{2/3}$, and the window narrows on cooling.

For large positive $\eta$ the integral is controlled by small $s$, where the cubic term is negligible. Then $1/G\to(2\pi)^{-1/2}\sqrt{\pi/\eta}$, so $G\to\sqrt{2\eta}$ and $u\to\sqrt{2(f-1)}$. Temperature has dropped out, and the noiseless law of Stage 1 is recovered.

For large negative $\eta$ the exponent $h(s)=|\eta|s-s^3/24$ has a sharp maximum at $s_0=\sqrt{8|\eta|}$. There

$$h(s_0)=\frac23|\eta|s_0=\frac{4\sqrt2}3|\eta|^{3/2},\qquad h''(s_0)=-\frac{s_0}4 .$$

The Gaussian integral around the maximum gives

$$\frac1G\approx\frac1{\sqrt{2\pi}}\,s_0^{-1/2}\sqrt{\frac{8\pi}{s_0}}\;e^{h(s_0)}=\frac2{s_0}\,e^{h(s_0)},
\qquad G\approx\sqrt{2|\eta|}\,\exp\!\left(-\frac{4\sqrt2}3|\eta|^{3/2}\right).$$

The exponent is a barrier divided by temperature. With $\delta=1-f$, the net force near the slow point is $-\delta+y^2/2$, which vanishes at $y=\pm\sqrt{2\delta}$. The climb between these points is

$$\int_{-\sqrt{2\delta}}^{\sqrt{2\delta}}\left(\delta-\frac{y^2}2\right)dy=\frac{4\sqrt2}3\,\delta^{3/2},$$

and $\delta^{3/2}/\theta=|\eta|^{3/2}$. The threshold law therefore joins thermally activated motion below $F_c$ to noiseless sliding above it.

### Stage 6: a different contact with zero

The exponent depends on how the net force touches zero. Suppose that near the slow point it is $b\,y^n$ with $b>0$ and $n$ even. The rescaling of Stage 2, $y=\ell Y$ and $s_t=\tau S$, now requires

$$b\,\tau\ell^{n-1}=1,\qquad\frac{\theta\tau}{\ell^2}=1\quad\Longrightarrow\quad \ell=\left(\frac\theta b\right)^{1/(n+1)} .$$

The passage time is proportional to $\tau=\ell^{1-n}/b$, and

$$u\propto\theta^{(n-1)/(n+1)} .$$

For $n=2$ this is $1/3$. For $n=4$ it is $3/5$. A net force $(1-\cos\phi)^2$, which starts as $\phi^4/4$, provides a case of the second kind. The Fourier method above, with this force in place of $1-\sin\phi$, gives an exponent of 0.598 between $\theta=10^{-5}$ and $10^{-4}$.

A sinusoid is thus not essential for the exponent $1/3$. A smooth periodic net force that is positive except at one point of quadratic contact per period has the same exponent by this argument. Its low-temperature prefactor depends on the curvature at that point and on the period, not on the rest of the force. The approach to this limit does depend on the rest. The remainder of the period takes a time of order one against a passage time of order $\theta^{-1/3}$, so in general the relative correction is of order $\theta^{1/3}$. For $(1-\cos\phi)\,[1+3(1-\cos\phi)]$, which has the same curvature as (4), it is about 15% at $\theta=0.003$. The much faster approach found in Stage 4 is special to the sinusoid.

### Worked example: a 90° wall in a narrow stripe

Consider a wall of $20\times20\ \mathrm{nm}^2$ at 300 K, with $\Delta P=25\ \mathrm{\mu C/cm^2}$. The field lies along the polarization of the growing domain and at right angles to that of the other, so $\Delta P$ equals the full polarization. The pinning is modelled as a built-in effective field along the applied one, with a period of 40 nm and an amplitude, as felt by the wall, of $E_c=0.02$ MV/cm. It stands for a periodic difference in energy between the two domains. An electrostatic field that varied only along the wall normal would not do: it would have to point along the normal, where the polarization of an uncharged 90° wall does not jump. The stripe is assumed free to change its shape, with its surface charge compensated as the wall moves. Without pinning the wall would move at $\mu E$, with $\mu=0.05\ \mathrm{cm^2/Vs}$. Then $\gamma=\Delta P\,A/\mu$ and $F_c/\gamma=\mu E_c$.

In SI units the threshold pressure is $0.25\times2\times10^6=5\times10^5\ \mathrm{J/m^3}$, so

$$U_0=\frac{(5\times10^5)(4\times10^{-16})(4\times10^{-8})}{2\pi}\ \mathrm J=7.95\ \mathrm{eV},\qquad
\theta=\frac{0.02585}{7.947}=0.00325 .$$

With $\theta^{1/3}=0.148$ and $\mu E_c=10$ m/s,

$$v=0.795\times10\times0.148=1.18\ \mathrm{m/s}=118\ \mathrm{cm/s}.$$

One period takes 34 ns. At 360 K, with field, friction and polarization held fixed, the velocity is 1.25 m/s. The ratio is 1.063, which is $(360/300)^{1/3}$.

**Field error.** The window is $\theta^{2/3}=0.022$. The Fourier solution gives 1.67 m/s for a field 1% too high and 0.70 m/s for one 1% too low, a change of about 41% either way. Heating by 60 K changes the velocity by 6%. By linear interpolation, a field drift of about 0.15% would imitate the whole thermal effect.

**Activated friction.** If $\gamma\propto e^{W/k_BT}$, then $d\ln v/d\ln T=1/3+W/k_BT$. An activation energy of $k_BT/3=8.6$ meV is enough to double the local exponent at 300 K. With ten times that energy the exponent would be $11/3$. The cube root then belongs to the product $\gamma v$, not to $v$.

**Bending.** Give the wall a tension $\sigma=10\ \mathrm{mJ/m^2}$ and free edges of length $L=20$ nm. Its bending modes have $q^2=\pi^2(m^2+n^2)/L^2$, and equipartition gives each a mean square displacement $k_BT/(A\sigma q^2)$. We sum over $m,n=0,\dots,5$ without the rigid mode; the cutoff is $L$ divided by a full wall width of 4 nm. The rms bending is $b_r=0.46$ nm. Averaging $\sin k(x+\text{bending})$ over Gaussian displacements multiplies the pinning by $e^{-k^2b_r^2/2}$, a loss of 0.26%. At the unchanged field the wall is then slightly above its reduced threshold, and the velocity rises to 1.30 m/s, or by 11%. This figure depends on the cutoff: a sum up to $m,n=10$ would give 13%. The loss also grows with temperature. With the original cutoff and the tension held fixed it is 0.31% at 360 K, where the velocity becomes 1.39 m/s. The ratio between the two temperatures is then 1.069 instead of 1.063, and the apparent exponent is about 0.37 instead of 1/3.

This average assumes that the modes relax quickly during a passage. The ratio of the pinning gradient at the slow point, $\Delta P\,E_c\,k\,\theta^{1/3}$, to the smallest bending stiffness $\sigma(\pi/L)^2$ is 0.047. Dividing both by the friction per area, $\gamma/A$, turns them into rates, so this is also the passage rate divided by the relaxation rate of the slowest bending mode. Its small value supports the assumption.

**Wall width and lattice.** For a polarization profile $\tanh(x/w_0)$ with $w_0=2$ nm, the wall averages the built-in field with weight $\mathrm{sech}^2(x/w_0)/(2w_0)$. This reduces the amplitude by the factor 0.96, so the bare field must be about 4% larger than $E_c$. Sampling an energy density proportional to $\mathrm{sech}^4(x/w_0)$ on planes 0.4 nm apart gives a lattice barrier of about $3.5\times10^{-14}k_BT$. The {110} planes parallel to a 90° wall in barium titanate are only about 0.28 nm apart, which makes the estimated barrier smaller still. That estimate assumes the smooth profile and a perfect lattice, and it depends exponentially on the wall width: on planes 0.4 nm apart, with the same wall energy, it is about $2\times10^{-4}k_BT$ for $w_0=1$ nm and about $7k_BT$ for $w_0=0.5$ nm.

**Inertia and quantum effects.** An ionic shift $u_i\tanh(x/w_0)$, with $u_i=0.01$ nm and density $6000\ \mathrm{kg/m^3}$, carries a mass per area $4\rho u_i^2/(3w_0)$. For this local shift alone, mass over friction, compared with the drift time $1/(k\mu E_c)$, is about $10^{-5}$. A moving 90° wall also shears the crystal, by about 0.02 for an axis ratio of 1.01. If a length $d$ of free material beyond the wall must follow rigidly, this adds a mass per area $\rho d\,(0.02)^2$. The ratio is then about 0.0075 for $d=100$ nm and 0.075 for $d=1\ \mathrm{\mu m}$. Dropping inertia requires a free end short enough to keep this ratio small. A long end need not follow rigidly and can carry energy away as sound, which the model leaves out. Classical noise requires $\hbar\omega\ll k_BT$ at the passage rate $\omega=kF_c\theta^{1/3}/\gamma$; the ratio is $6\times10^{-6}$.

**Heating and breakdown.** The mean dissipated power per area is $\Delta P\,E_c\,v$. Conducted over 20 nm with $3\ \mathrm{W/(m\,K)}$, it warms the wall by about 0.004 K on average. In the fast part of each period the wall reaches about $2\mu E_c$, and the friction power per area is then $4\Delta P\,\mu E_c^2$. The same steady estimate gives about 0.13 K for this short peak. The field is 4% of an assumed breakdown field of 0.5 MV/cm.

**Soft direction.** Breakdown is not the nearest limit. The unfavoured domain feels the field at right angles to its polarization, where barium titanate has a susceptibility of about 3000 to 3500 at 300 K, against about 200 along the polarization. The induced polarization lowers the energy of that domain by about $\tfrac12\varepsilon_0(\chi_a-\chi_c)E^2$, roughly 11% of $\Delta P\,E$ at $0.02$ MV/cm and 300 K and 6% at 360 K. The drive is then not $\Delta P\,E$, and its ratio to a fixed threshold changes with temperature by far more than 0.15%. In common Landau potentials of stress-free barium titanate this domain loses stability altogether near 0.02 MV/cm at 300 K and near 0.04 MV/cm at 360 K. The field of the example is therefore too large for a free barium titanate stripe at room temperature. The numbers describe a model ferroelectric with rigid polarization.

### The model beside a real ferroelectric

The polarization, wall energy and wall width are rough values for tetragonal barium titanate, which is stable from somewhat below room temperature to roughly 390 K. The mobility is a model choice, and the single-period built-in field is an idealized design, not a property of an ordinary crystal. Real films contain randomly placed defects, which break the assumption of one repeated threshold. For the numbers above, a 1% shift of the field relative to the local threshold already moves the velocity by about 41%. Strong random pinning can also bend the wall, and the one-coordinate model then no longer applies. Elastic and electrostatic forces, left out of the bending estimate, may stiffen the wall. In a clamped stripe, elastic forces would also oppose the motion of the wall as a whole, because the two domains differ in shape. This opposing force grows as the wall advances and can stop it, so the example does not apply to a clamped film. The value of 1.18 m/s is a result of the model, not a measured wall speed. Seeing the cube root in a device would require a stable periodic threshold, a field whose ratio to that threshold stays at one to much better than 0.15% during heating (for the numbers above), a field well below the one at which the unfavoured domain switches by itself, and separate measurements of how the friction and the threshold force vary with temperature. The last point matters: the polarization of barium titanate falls by roughly 7 to 11% between 300 and 360 K, and with $F_c\propto\Delta P$ and $\gamma$ fixed, equation (11) then gives a velocity ratio of about 0.98 to 1.01 instead of 1.063.

All numerical values are calculated from the stated model.
